\section*{Which valence density unscreens a norm-conserving pseudopotential?}

\section{An atom with two valence densities}

A norm-conserving pseudopotential is built from one atomic calculation. The all-electron atom supplies valence orbitals and eigenvalues; smooth pseudo-orbitals replace the valence orbitals inside a radius $r_c$; and a potential is found that has the pseudo-orbitals as its eigenstates. That potential still contains the repulsion and exchange-correlation of the valence electrons of this particular atom. Before it can be used in a molecule or a solid, their contribution must be subtracted. This is unscreening, and it raises a question: two valence densities are available, the all-electron density $n_{AE}$ and the pseudo-density $n_{PS}$. Which one screens the potential?

The belief examined here is that $n_{AE}$ is the right choice. The case for it is reasonable. It is the density of the actual valence orbitals, while $n_{PS}$ is artificial inside $r_c$. The two coincide outside $r_c$ and hold the same charge inside, so the choice seems at worst harmless. It is nevertheless inconsistent, and the size of the resulting error can be calculated.

I use hartree atomic units and a nonrelativistic, spin-unpolarized, spherically averaged Kohn--Sham atom in the local density approximation (LDA), with fixed occupations $f_l$ and one valence orbital for each occupied $l$. All channels share the same $r_c$.

\section{What the screened potential contains}

Let $u_l(r)$ be $r$ times the radial pseudo-orbital, with $\int_0^\infty u_l^2\,dr=1$. It must satisfy
\begin{equation}
-\frac12u_l''+\frac{l(l+1)}{2r^2}u_l+v_{{\rm scr},l}\,u_l=\varepsilon_l u_l ,
\label{radial}
\end{equation}
where $\varepsilon_l$ is the all-electron eigenvalue. Inside $r_c$ write $u_l=r^{l+1}e^{p(r)}$, which has no node for $r>0$. Then $u_l'/u_l=(l+1)/r+p'$, and
\begin{align}
\frac{u_l''}{u_l}&=\left(\frac{u_l'}{u_l}\right)'+\left(\frac{u_l'}{u_l}\right)^2\nonumber\\
&=-\frac{l+1}{r^2}+p''+\frac{(l+1)^2}{r^2}+\frac{2(l+1)}{r}p'+p'^2\nonumber\\
&=\frac{l(l+1)}{r^2}+\frac{2(l+1)}{r}p'+p''+p'^2 .
\end{align}
Dividing (\ref{radial}) by $u_l$ and solving for the potential cancels the centrifugal term:
\begin{equation}
v_{{\rm scr},l}=\varepsilon_l+\frac{l+1}{r}p'+\frac12\left(p''+p'^2\right),\qquad r<r_c .
\end{equation}
Outside $r_c$, $u_l$ is the all-electron orbital and $v_{{\rm scr},l}$ the all-electron potential. Since $u_l$ has no node at all when $r_c$ lies beyond the last node of the all-electron orbital, it is the lowest state of its channel.

In the Troullier--Martins construction used below, $p$ is an even polynomial of degree 12. Its seven coefficients are fixed by the norm inside $r_c$, by continuity of $u_l$ and its first four derivatives at $r_c$, and by zero curvature of $v_{{\rm scr},l}$ at the origin. The norm condition is nonlinear in the coefficients and can have more than one solution; the one with the smallest magnitude of the $r^2$ coefficient is used here.

\section{The subtraction must match what is put back}

Let $v_{Hxc}[n]$ be the Hartree plus exchange-correlation potential of a density $n$. A pseudo-atom with ionic potential $v_{{\rm ion},l}$ moves in the total potential $v_{{\rm ion},l}+v_{Hxc}[n]$, where $n$ is the density of its own orbitals. These are pseudo-orbitals. Choose
\begin{equation}
v_{{\rm ion},l}=v_{{\rm scr},l}-v_{Hxc}[n_{PS}] .
\label{right}
\end{equation}
At $n=n_{PS}$ the total potential is $v_{{\rm scr},l}$. Its lowest states are the $u_l$, whose density is $n_{PS}$. The reference state is therefore self-consistent, with eigenvalues $\varepsilon_l$.

This argument needs only that the same functional of the same density is subtracted and later added. It is unaffected by the fact that the all-electron exchange-correlation potential also depends on the core density. How that dependence is treated matters when the valence density changes, but not for this identity.

If $n_{AE}$ is used in (\ref{right}) instead, the total potential at $n=n_{PS}$ becomes
\begin{equation}
v_{{\rm scr},l}+\delta V,\qquad
\delta V=v_{Hxc}[n_{PS}]-v_{Hxc}[n_{AE}] .
\label{deltaV}
\end{equation}
Could the $u_l$ survive as eigenstates, with some eigenvalue $\varepsilon_l'$? Subtracting (\ref{radial}) from the new radial equation gives $\delta V\,u_l=(\varepsilon_l'-\varepsilon_l)u_l$. As $u_l\neq0$ for $r>0$, $\delta V$ would have to be constant. The next section shows that it vanishes outside $r_c$, so the constant would be zero. Unless $\delta V$ vanishes everywhere, the reference orbitals are not a self-consistent solution. This does not forbid a single eigenvalue from agreeing by accident, a possibility that will matter below.

\section{Why the error hides inside $r_c$}

Let $D=4\pi r^2n$ be the radial charge density and $Q(r)=\int_0^rD\,dr'$ the enclosed number of electrons. The spherical average of the Coulomb interaction is $1/\max(r,r')$, so
\begin{equation}
V_H(r)=\frac{Q(r)}r+\int_r^\infty\frac{D(r')}{r'}\,dr',
\qquad
\frac{dV_H}{dr}=\frac Dr-\frac Q{r^2}-\frac Dr=-\frac Q{r^2}.
\end{equation}
Write $\Delta D=D_{PS}-D_{AE}$ and $\Delta Q=Q_{PS}-Q_{AE}$. Integrating inward from infinity, where $V_H=0$, gives $\delta V_H(r)=\int_r^\infty\Delta Q(s)\,ds/s^2$. Norm conservation makes $\Delta Q(r_c)=0$, and the densities coincide farther out, so $\Delta Q=0$ for all $r\ge r_c$. Hence
\begin{equation}
\delta V_H(r)=\int_r^{r_c}\frac{\Delta Q(s)}{s^2}\,ds\quad(r<r_c),
\qquad \delta V_H(r)=0\quad(r\ge r_c).
\end{equation}
In LDA $\delta v_{xc}(r)$ depends only on the two densities at $r$, so it too vanishes outside. The right and wrong ionic potentials are identical there, including their Coulomb tail. Inspecting the tail cannot expose the mistake.

For aluminium, $3s^23p^1$, with Slater exchange, VWN correlation and $r_c=2.0$ bohr, the difference inside is not small:
\begin{center}
\begin{tabular}{rrrrr}
$r$ (bohr) & $\Delta Q$ & $\delta V_H$ (mHa) & $\delta v_{xc}$ (mHa) & $\delta V$ (mHa)\\
0.15 & $-0.005$ & $-125.7$ & $+219.8$ & $+94.1$\\
0.40 & $-0.034$ & $-83.6$ & $+297.8$ & $+214.2$\\
0.80 & $-0.057$ & $-15.2$ & $-242.5$ & $-257.7$\\
1.30 & $-0.004$ & $-0.2$ & $-7.7$ & $-7.9$\\
2.00 & $0.000$ & $0.0$ & $0.0$ & $0.0$
\end{tabular}
\end{center}
The norms inside $r_c$ are 0.3265 for $3s$ and 0.1541 for $3p$, so the sphere holds $2(0.3265)+0.1541\approx0.807$ valence electrons. Equal total charge does not mean equal distribution: at 0.80 bohr the pseudo-atom encloses 0.057 electrons fewer. The LDA potential becomes more negative as the density rises. The signs of $\delta v_{xc}$ therefore show that $n_{PS}<n_{AE}$ at 0.15 and 0.40 bohr, and $n_{PS}>n_{AE}$ at 0.80 bohr.

\section{The first-order shift at frozen density}

Hold the density at $n_{PS}$ and let the potential be $v_{{\rm scr},l}+\lambda\,\delta V$. With $h_l$ the radial Hamiltonian at $\lambda=0$, differentiating the eigenvalue equation there gives
\begin{equation}
(h_l-\varepsilon_l)\frac{du_l}{d\lambda}+\delta V\,u_l=\frac{d\varepsilon_l}{d\lambda}u_l .
\label{diff}
\end{equation}
Multiply by $u_l$ and integrate. The first term vanishes because $h_l$ is Hermitian and $(h_l-\varepsilon_l)u_l=0$. Setting $\lambda=1$ in the linear term leaves
\begin{equation}
\Delta\varepsilon_l^{\rm frozen}=\int_0^{r_c}u_l^2\,\delta V\,dr
=\int_0^{r_c}\Delta D\,W_l\,dr+\int_0^{r_c}u_l^2\,\delta v_{xc}\,dr ,
\label{frozen}
\end{equation}
where $W_l(r)=\int_0^\infty u_l^2(r')\,dr'/\max(r,r')$ is the Hartree potential of the orbital. The Hartree term was rewritten by exchanging the order of integration in $\iint u_l^2(r)\,\Delta D(r')/\max(r,r')\,dr\,dr'$. Everything in (\ref{frozen}) comes from the density difference inside $r_c$. For aluminium,
\begin{align}
3s:&\quad -0.571-3.017\approx-3.59\ \text{mHa},\\
3p:&\quad -0.193-1.474\approx-1.67\ \text{mHa}.
\end{align}
The third decimal of these parts is not converged in the radial mesh: a fine logarithmic mesh gives exchange-correlation parts of $-3.015$ and $-1.473$ mHa, a change of up to 0.002 mHa. Diagonalizing $v_{{\rm scr},l}+\delta V$ at the same frozen density gives $-3.69$ and $-1.73$ mHa. These lie below the first-order values, as they must: the lowest eigenvalue cannot exceed the expectation value in the trial state $u_l$.

Here ``first order'' refers to $\delta V$, not to the density difference. Replacing $\delta v_{xc}$ by $(dv_{xc}/dn)(n_{PS}-n_{AE})$, with the derivative taken at $n_{PS}$, changes the exchange-correlation parts to $-0.37$ and $-0.67$ mHa, far from $-3.02$ and $-1.47$. The exchange part shows why. It is $v_x=-Cn^{1/3}$ with $C>0$, so with $x=n_{AE}/n_{PS}$
\begin{equation}
\delta v_x=Cn_{PS}^{1/3}\left(x^{1/3}-1\right)
\le Cn_{PS}^{1/3}\,\frac{x-1}{3},
\end{equation}
because the concave function $x^{1/3}$ lies below its tangent at $x=1$. The right-hand side is the linearized value. It errs upward wherever the densities differ, so the errors add instead of cancelling.

\section{The pseudo-atom responds}

The frozen shift is not yet the error of a converged pseudo-atom, whose density adjusts to $\delta V$. Let the ionic potential be (\ref{right}) plus $\lambda\,\delta V$; $\lambda=1$ is the mistaken subtraction. Let $\delta v$ be the derivative of the total potential at $\lambda=0$. Equation (\ref{diff}) then holds with $\delta v$ in place of $\delta V$. Projecting it on a higher state $u_{kl}$ of the same channel, with energy $\varepsilon_{kl}$, gives
\begin{equation}
(\varepsilon_{kl}-\varepsilon_l)\,c_{kl}+\langle u_{kl}|\delta v|u_l\rangle=0,
\qquad
\frac{du_l}{d\lambda}=\sum_k c_{kl}u_{kl}.
\end{equation}
Normalization removes any component along $u_l$. Since $D=\sum_lf_lu_l^2$, the density response is
\begin{equation}
\delta D=2\sum_lf_l\,u_l\sum_k u_{kl}
\frac{\langle u_{kl}|\delta v|u_l\rangle}{\varepsilon_l-\varepsilon_{kl}}
\equiv\chi_0\,\delta v .
\end{equation}
This density produces a further potential $K\,\delta D$, the sum of its Hartree potential and $(dv_{xc}/dn)\,\delta D/(4\pi r^2)$. Linearizing $v_{xc}$ is legitimate here, because a derivative at $\lambda=0$ involves an infinitesimal density change. Therefore
\begin{equation}
\delta v=\delta V+K\chi_0\,\delta v,\qquad
\frac{d\varepsilon_l}{d\lambda}=\int_0^\infty u_l^2\,\delta v\,dr .
\label{response}
\end{equation}
The source $\delta V$ is confined to $r<r_c$, but the response need not be, so the integral now covers all $r$.

The results for aluminium, relative to the reference eigenvalues, are
\begin{center}
\begin{tabular}{lrr}
shift (mHa) & $3s$ & $3p$\\
first order, frozen density & $-3.59$ & $-1.67$\\
first order, with response & $-1.220$ & $+0.010$\\
converged, $n_{AE}$ subtracted & $-1.246$ & $+0.007$
\end{tabular}
\end{center}
The response adds $-1.220+3.587=+2.367$ mHa to the $3s$ shift and $0.010+1.666=+1.676$ mHa to the $3p$ shift. For $3s$ the frozen estimate is too large by a factor $3.587/1.246\approx2.9$, whereas (\ref{response}) comes within about 2\% of the converged shift. The $3s$ values are uncertain by about 0.001 mHa from the mesh: the fine logarithmic mesh gives $-3.586$ mHa at frozen density and $-1.245$ mHa converged, and the last digit of the $3s$ eigenvalue quoted below for the $n_{AE}$ subtraction shares this uncertainty.

\section{What the numbers refute}

With $n_{PS}$ subtracted, a pseudo-atom started from an unrelated exponential density returns both reference eigenvalues, $-0.286883$ and $-0.102545$ Ha, to better than $10^{-10}$ Ha. With $n_{AE}$ subtracted, the $3s$ level converges to $-0.288129$ Ha, an error of $-1.25$ mHa or $-0.034$ eV. The numerical check prints these values. It asserts that the $n_{PS}$ subtraction recovers both eigenvalues within $10^{-6}$ Ha and that the larger $n_{AE}$ shift exceeds the recovery error more than a hundredfold, and it compares the two first-order formulas with finite differences of eigenvalues.

The $3p$ level barely moves: its error is $+0.007$ mHa, or $0.0002$ eV. This is the accidental agreement allowed for earlier. Nothing in (\ref{response}) requires the direct and induced contributions to cancel, and the agreement does not mean that the reference state has been recovered. The $3s$--$3p$ separation has grown by 1.25 mHa, and the density has changed: $\frac12\int|D-D_{PS}|\,dr$ is 0.015 electrons. For this $r_c$, a check of the $3p$ eigenvalue alone, at a tolerance of $10^{-5}$ Ha or looser, would have missed the fault.

These sizes belong to $r_c=2.0$ bohr and to an exchange-correlation potential of the valence density alone. At $r_c\approx1.8$, $2.2$ and $2.5$ bohr the $3p$ error is $-0.05$, $+0.10$ and $+0.32$ mHa, while the $3s$ error is $-1.15$, $-1.28$ and $-1.24$ mHa. If the frozen core density is included in $v_{xc}$ both when subtracting and when adding back, $n_{PS}$ still recovers the reference levels, and at $r_c=2.0$ bohr the $n_{AE}$ errors become $-0.37$ mHa for $3s$ and $+0.05$ mHa for $3p$, with 0.004 electrons displaced.

The belief goes wrong by asking which density is more faithful to the real atom. Unscreening has to remove the potential that the pseudo-atom's own electrons will generate again, and those electrons have the density $n_{PS}$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Al atom: Z = 13, valence electrons = 3.000000
rc = 2.0 bohr; outer wall = 30 bohr
3s reference eigenvalue = -0.286883 Ha
3s norm inside rc = 0.32654
3p reference eigenvalue = -0.102545 Ha
3p norm inside rc = 0.15408
r (bohr) | dQ (electrons) | dV_H (mHa) | dV_xc (mHa) | dV (mHa)
0.15 | -0.00459 | -125.73 | +219.79 | +94.06
0.40 | -0.03396 | -83.60 | +297.84 | +214.24
0.80 | -0.05739 | -15.18 | -242.49 | -257.68
1.30 | -0.00422 | -0.19 | -7.74 | -7.94
2.00 | -0.00000 | -0.00 | +0.00 | -0.00
largest |dV| outside rc = 6.7e-16 Ha
--- 3s level ---
n_PS subtracted: eigenvalue = -0.286883 Ha
n_PS subtracted: error = -1.7e-11 Ha
n_AE subtracted: eigenvalue = -0.288129 Ha
frozen first order, Hartree part = -0.571 mHa
frozen first order, xc part = -3.017 mHa
xc part if linearized in density = -0.366 mHa
frozen first order, total = -3.587 mHa
frozen density, diagonalized = -3.691 mHa
first order with response = -1.220 mHa
same, finite difference = -1.220 mHa
converged shift = -1.246 mHa
converged shift = -0.0339 eV
--- 3p level ---
n_PS subtracted: eigenvalue = -0.102545 Ha
n_PS subtracted: error = -3.9e-11 Ha
n_AE subtracted: eigenvalue = -0.102538 Ha
frozen first order, Hartree part = -0.193 mHa
frozen first order, xc part = -1.474 mHa
xc part if linearized in density = -0.673 mHa
frozen first order, total = -1.666 mHa
frozen density, diagonalized = -1.728 mHa
first order with response = +0.010 mHa
same, finite difference = +0.010 mHa
converged shift = +0.007 mHa
converged shift = +0.0002 eV
charge displaced by the mistake = 0.01549 electrons
\end{verbatim}
